# The Average Energy of an Atomic Configuration

## What symmetry fixes

Distribute the electrons of an atom over shells \(i=(n_i l_i)\), with \(q_i\) electrons in shell \(i\), and average the energy over all states of this configuration. The average treats all spin-orbitals of a shell alike. The one-electron energy must therefore be proportional to \(q_i\), and the repulsion to the number of electron pairs: \(q_iq_j\) between two shells and \(q_i(q_i-1)/2\) within one. Hence

\[
E_{\rm av}=\sum_i q_iI_i+\sum_i\frac{q_i(q_i-1)}2V_{ii}+\sum_{i<j}q_iq_jV_{ij},
\]

where \(I_i\) is a one-electron energy and \(V\) an average pair energy.

Symmetry also restricts \(V\). Averaged over its orientations, a shell has a spherical charge density, so its classical repulsion with another shell contains only the monopole integral \(F^0\). Exchange involves the product of two different orbitals, which is in general not spherical unless both are s orbitals, so higher multipoles can survive there. All these radial integrals are energies, so their coefficients are pure numbers, and after the average over orientations these can depend only on \(l_i\), \(l_j\) and whether the two electrons belong to the same shell. The theorem supplies the numbers.

## Assumptions and theorem

Hartree atomic units are used. For a fixed nucleus of charge \(Z\),

\[
H=\sum_e h(e)+\sum_{e<f}\frac1{r_{ef}},\qquad h=-\tfrac12\nabla^2-\frac Zr .
\]

The spin-orbitals are \(R_i(r)Y_{l_im}(\theta,\varphi)\chi_\sigma\), with one real radial function per shell, common to all states of the configuration. They are orthonormal, so shells with equal \(l\) and different \(n\) have orthogonal radial functions. Shell \(i\) has \(N_i=4l_i+2\) spin-orbitals.

The states of the configuration are the span of all determinants with the given \(q_i\). \(E_{\rm av}\) is the mean eigenvalue of \(H\) restricted to this space, each state counted once. Because \(H\) commutes with total \(\mathbf L\) and \(\mathbf S\), a term with quantum numbers \(L,S\) has weight \((2S+1)(2L+1)\).

The Slater integrals are

\[
F^k(i,j)=\iint R_i^2(r_1)R_j^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2,
\]
\[
G^k(i,j)=\iint R_i(r_1)R_j(r_1)R_i(r_2)R_j(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2,
\]

where \(r_<\) and \(r_>\) are the smaller and larger of \(r_1,r_2\). Abbreviate the squared 3j symbol by

\[
c_k(l,l')=\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2 .
\]

**Theorem.** Under these assumptions \(E_{\rm av}\) has the form given above, with \(I_i=\langle i|h|i\rangle\) and

\[
V_{ij}=F^0(i,j)-\frac12\sum_k c_k(l_i,l_j)\,G^k(i,j)\qquad(i\ne j),
\]
\[
V_{ii}=F^0(i,i)-\frac{2l_i+1}{4l_i+1}\sum_{k>0}c_k(l_i,l_i)\,F^k(i,i).
\]

The proof first reduces the average over many-electron states to an average over pairs, and then evaluates the pair average.

## Lemma 1: reduction to pairs

**Lemma 1.** \(E_{\rm av}\) has the stated form, where \(V_{ij}\) is the mean of \(W_{ab}=J_{ab}-K_{ab}\) over all pairs of distinct spin-orbitals \(a\) in shell \(i\) and \(b\) in shell \(j\). Here

\[
J_{ab}=\langle ab|r_{12}^{-1}|ab\rangle,\qquad K_{ab}=\langle ab|r_{12}^{-1}|ba\rangle,
\]

the first position in each bracket belonging to electron 1.

**Proof.** The sum of the eigenvalues is the trace of the restricted \(H\). A trace is the same in every orthonormal basis, so the determinants may be used and their off-diagonal elements are not needed.

For the diagonal elements, write a determinant of \(N\) electrons as \(\Phi=(N!)^{-1/2}\sum_P{\rm sgn}(P)\,P\,(\phi_1\phi_2\cdots\phi_N)\), where \(P\) permutes the orbitals among the electrons. An operator \(O\) symmetric in the electrons gives the same contribution for each of the \(N!\) permutations on the left, which cancels the normalization:

\[
\langle\Phi|O|\Phi\rangle=\sum_P{\rm sgn}(P)\,\langle\phi_1\cdots\phi_N|O|P(\phi_1\cdots\phi_N)\rangle .
\]

For a one-electron operator, all other electrons must have matching orbitals on both sides, and only the identity survives. For \(1/r_{ef}\), the other \(N-2\) electrons must match, which leaves the identity and the exchange of \(e\) and \(f\), with sign \(-1\). Thus

\[
\langle\Phi|H|\Phi\rangle=\sum_{a\in\Phi}\langle a|h|a\rangle+\sum_{\substack{a<b\\a,b\in\Phi}}W_{ab}.
\]

Since \(h\) is rotationally invariant and independent of spin, \(\langle a|h|a\rangle=I_i\) for every \(a\) in shell \(i\).

Now count determinants. There are \(\prod_i\binom{N_i}{q_i}\) of them, and the choices in different shells are independent. A given spin-orbital of shell \(i\) is occupied in the fraction

\[
\binom{N_i-1}{q_i-1}\Big/\binom{N_i}{q_i}=\frac{q_i}{N_i}.
\]

Two given spin-orbitals of the same shell are both occupied in the fraction

\[
\binom{N_i-2}{q_i-2}\Big/\binom{N_i}{q_i}=\frac{q_i(q_i-1)}{N_i(N_i-1)},
\]

which is zero for \(q_i=0\) or \(1\), as it should be. Two from different shells are both occupied in the fraction \(q_iq_j/(N_iN_j)\). The mean diagonal element is therefore

\[
\sum_i\frac{q_i}{N_i}N_iI_i+\sum_i\frac{q_i(q_i-1)}{N_i(N_i-1)}\sum_{\substack{a<b\\a,b\in i}}W_{ab}
+\sum_{i<j}\frac{q_iq_j}{N_iN_j}\sum_{a\in i,\,b\in j}W_{ab}.
\]

A shell contains \(N_i(N_i-1)/2\) unordered pairs, so the second term is \(\tfrac12q_i(q_i-1)\) times the mean of \(W\) within the shell. Two shells contain \(N_iN_j\) pairs, so the third term is \(q_iq_j\) times the mean between them. \(\square\)

## Lemma 2: averages over orientation

**Lemma 2.** Let \(a\) and \(b\) have orbital quantum numbers \((l,m)\) and \((l',m')\) in shells \(i\) and \(j\), and let their spins be parallel. The means over all \(m,m'\) are

\[
\overline J=F^0(i,j),\qquad
\overline K=\sum_kG^k(i,j)\;\frac12\int_{-1}^{1}P_l(x)P_k(x)P_{l'}(x)\,dx .
\]

**Proof.** Let \(\omega\) be the angle between \(\mathbf r_1\) and \(\mathbf r_2\). The generating function of the Legendre polynomials gives

\[
\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega).
\]

The sums over \(m\) follow from the addition theorem

\[
\sum_mY_{lm}(1)Y^*_{lm}(2)=\frac{2l+1}{4\pi}P_l(\cos\omega).
\]

Its left side does not change when both directions are rotated together, because the \(Y_{lm}\) of fixed \(l\) transform unitarily. Direction 2 may thus be put on the \(z\) axis, where only \(m=0\) is nonzero and \(Y_{l0}=\sqrt{(2l+1)/4\pi}\). Since \(Y_{l0}(1)=\sqrt{(2l+1)/4\pi}\,P_l(\cos\omega)\), the right side follows. At coincident directions it gives \(\sum_m|Y_{lm}|^2=(2l+1)/4\pi\).

In \(J\), the angular factor is \(|Y_{lm}(1)|^2|Y_{l'm'}(2)|^2P_k(\cos\omega)\). Summing over \(m,m'\) and dividing by \((2l+1)(2l'+1)\) leaves

\[
\frac1{(4\pi)^2}\iint P_k(\cos\omega)\,d\Omega_1d\Omega_2
=\frac{4\pi\cdot2\pi}{(4\pi)^2}\int_{-1}^{1}P_k(x)\,dx
=\frac12\int_{-1}^{1}P_k(x)\,dx=\delta_{k0}.
\]

For the first equality, direction 1 serves as the polar axis for direction 2. Only \(F^0\) remains.

In \(K\), the angular factor is

\[
Y^*_{lm}(1)Y_{l'm'}(1)\,P_k(\cos\omega)\,Y^*_{l'm'}(2)Y_{lm}(2).
\]

The sum over \(m\) gives \((2l+1)P_l(\cos\omega)/4\pi\), and the sum over \(m'\) gives \((2l'+1)P_{l'}(\cos\omega)/4\pi\). Division by \((2l+1)(2l'+1)\) and the same angular integration leave \(\tfrac12\int P_lP_kP_{l'}\,dx\), multiplied by the radial integral \(G^k\). \(\square\)

## Lemma 3: the squared 3j symbol

**Lemma 3.**

\[
\frac12\int_{-1}^{1}P_l(x)P_k(x)P_{l'}(x)\,dx=c_k(l,l').
\]

**Proof.** Consider products \(|lm\rangle|kq\rangle|l'm'\rangle\) of three angular-momentum states. Coupling \(l\) and \(k\) produces each resultant from \(|l-k|\) to \(l+k\) once, and a resultant can combine with \(l'\) to total zero only if it equals \(l'\), again once. There is thus one normalized rotationally invariant vector, up to phase, if \(l,k,l'\) satisfy the triangle condition, and none otherwise. Its components are the 3j symbols, by their definition:

\[
|0\rangle=\sum_{m,q,m'}\begin{pmatrix}l&k&l'\\m&q&m'\end{pmatrix}|lm\rangle|kq\rangle|l'm'\rangle .
\]

Let \(\Pi\) be the average of the rotation operator on the product space over all rotations. A further rotation merely reorders the average, so every vector \(\Pi|v\rangle\) is invariant. Invariant vectors are unchanged by \(\Pi\), and \(\Pi\) is Hermitian because each rotation occurs together with its inverse. Hence \(\Pi=|0\rangle\langle0|\), or \(\Pi=0\) if no invariant vector exists. The diagonal element for \(m=q=m'=0\) is

\[
\big\langle D^l_{00}\,D^k_{00}\,D^{l'}_{00}\big\rangle_{\rm rotations}=c_k(l,l'),
\]

where \(D^l_{00}\) is the overlap of \(Y_{l0}\) with its rotated copy.

To find this overlap, let the rotation carry the axis \(\hat z\) to \(\hat u\). By the addition theorem,

\[
Y_{l0}(\hat n)=\sqrt{\tfrac{4\pi}{2l+1}}\sum_mY_{lm}(\hat z)Y^*_{lm}(\hat n),
\]

and the rotated function is

\[
\sqrt{\tfrac{4\pi}{2l+1}}\sum_mY_{lm}(\hat n)Y^*_{lm}(\hat u).
\]

Integrating their product over \(\hat n\), with orthonormal \(Y_{lm}\), gives

\[
D^l_{00}=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat z)Y^*_{lm}(\hat u)=P_l(\hat z\cdot\hat u).
\]

Under the average over rotations \(\hat u\) covers the sphere uniformly, so \(x=\hat z\cdot\hat u\) is uniform on \([-1,1]\) and the average is \(\tfrac12\int dx\). \(\square\)

The integral also shows which \(k\) contribute. The integrand has parity \((-1)^{l+k+l'}\), so \(l+k+l'\) must be even. With the triangle condition this leaves \(k=|l-l'|,|l-l'|+2,\ldots,l+l'\).

## Proof of the theorem

**Inequivalent electrons.** Of the four combinations of two spins, two are parallel. \(J\) does not depend on spin, while \(K\) vanishes for antiparallel spins because the spin functions are orthogonal. The mean of \(W\) between two shells is therefore \(\overline J-\tfrac12\overline K\). Lemmas 2 and 3 turn this into

\[
V_{ij}=F^0(i,j)-\frac12\sum_kc_k(l_i,l_j)G^k(i,j).
\]

The factor \(\tfrac12\) is the fraction of parallel spins, and the squared 3j symbol is the orientational average of exchange.

**Equivalent electrons.** Now \(a\) and \(b\) lie in the same shell and must differ. Write \(l,N\) for \(l_i,N_i\) and \(F^k\) for \(F^k(i,i)\). The case \(a=b\) may be included in the sum without harm, since \(J_{aa}\) and \(K_{aa}\) are the same integral and \(W_{aa}=0\). The sum over all \(N^2\) ordered pairs is given by the previous average, with \(G^k(i,i)=F^k\). The mean over the \(N(N-1)\) ordered pairs of distinct spin-orbitals is then

\[
V_{ii}=\frac{N^2}{N(N-1)}\Big[F^0-\frac12\sum_kc_k(l,l)F^k\Big]
=\frac N{N-1}\Big[F^0-\frac12\sum_kc_k(l,l)F^k\Big].
\]

The \(k=0\) part of the sum contains \(c_0(l,l)=\tfrac12\int P_l^2\,dx=1/(2l+1)=2/N\). The total coefficient of \(F^0\) is

\[
\frac N{N-1}\Big(1-\frac1N\Big)=1 .
\]

For \(k>0\) the coefficient of \(c_kF^k\) is

\[
-\frac N{2(N-1)}=-\frac{4l+2}{2(4l+1)}=-\frac{2l+1}{4l+1}.
\]

Insertion of \(V_{ij}\) and \(V_{ii}\) into Lemma 1 completes the proof. \(\blacksquare\)

## Remarks

**1. Sign of the exchange term.** Regard \(\rho=R_iR_jY_{k0}\) as a charge density. Expanding \(1/r_{12}\) with the addition theorem gives

\[
\iint\frac{\rho(1)\rho(2)}{r_{12}}\,d^3r_1d^3r_2=\frac{4\pi}{2k+1}G^k(i,j).
\]

The left side is twice an electrostatic field energy and cannot be negative, so \(G^k\ge0\). Since \(c_k\ge0\) too, average exchange never raises the pair energy above \(F^0\). Physically, antisymmetry keeps parallel-spin electrons apart.

**2. Two different s electrons.** Here \(c_0(0,0)=1\), and the theorem gives \(V=F^0-\tfrac12G^0\). The symmetric spatial state, a singlet, has repulsion \(F^0+G^0\); the antisymmetric one, a triplet, has \(F^0-G^0\). Their mean with weights 1 and 3 is

\[
\tfrac14\big[(F^0+G^0)+3(F^0-G^0)\big]=F^0-\tfrac12G^0 .
\]

**3. Closed shells.** If all shells are full or empty, there is one determinant, and \(E_{\rm av}\) is its energy. With an open shell, \(E_{\rm av}\) is a reference from which term splittings are measured and need not coincide with any level.

**4. Where the result fails.** If the orbitals are reoptimized for each term, the terms no longer share one set of radial integrals, and their weighted mean is not given by one evaluation of the formula. If configurations mix, the trace over the enlarged space is conserved, but the sum over the levels assigned to one configuration generally is not: these levels may shift together, compensated by those of another configuration. Spin-orbit coupling \(\sum_e\xi(r_e)\,\mathbf l_e\cdot\mathbf s_e\) within the configuration is harmless: its diagonal elements are proportional to \(m\sigma\), with \(\sigma=\pm\tfrac12\), and sum to zero over a shell. The average over all states, now weighted by \(2J+1\), is unchanged.

## Example: carbon 1s² 2s 2p³

The required coefficients follow from Lemma 3:

\[
c_1(0,1)=\frac12\int_{-1}^1x^2dx=\frac13,\qquad
c_2(1,1)=\frac12\int_{-1}^1x^2\,\frac{3x^2-1}2\,dx=\frac14\Big(\frac65-\frac23\Big)=\frac2{15}.
\]

An s–p pair thus has \(V=F^0-\tfrac16G^1\), and a p–p pair within one shell has \(V=F^0-\tfrac35\cdot\tfrac2{15}F^2=F^0-\tfrac2{25}F^2\).

The orbitals come from a restricted open-shell Hartree-Fock calculation for the \(^5\)S term in the cc-pVTZ basis. They are kept fixed for all terms and do not minimize \(E_{\rm av}\): orbitals optimized for \(E_{\rm av}\) in the same basis lower it by 0.006 hartree and reduce the depth of the \(^5\)S term found below from 7.30 to 6.96 eV. The Slater integrals were obtained by Gauss-Legendre quadrature over the radial functions. Five decimals are kept in hartree so that the arithmetic can be followed; they are not converged with respect to the basis. Near the basis-set limit \(E_{\rm av}\) is lower by 0.002 hartree, the one-electron energies move by up to 0.002 hartree, and the relative term energies by up to 0.0003 hartree.

The one-electron energies are \(I_{1s}=-17.93401\), \(I_{2s}=-3.91339\) and \(I_{2p}=-3.48649\), and, with the products formed before rounding,

\[
2I_{1s}+I_{2s}+3I_{2p}=-50.24090 .
\]

The average pair energies are

\[
\begin{aligned}
V_{1s1s}&=F^0=3.50860,\\
V_{1s2s}&=0.83429-\tfrac12(0.05366)=0.80746,\\
V_{1s2p}&=0.78796-\tfrac16(0.06606)=0.77695,\\
V_{2s2p}&=0.57063-\tfrac16(0.35535)=0.51140,\\
V_{2p2p}&=0.55107-\tfrac2{25}(0.25127)=0.53097 .
\end{aligned}
\]

They occur 1, 2, 6, 3 and 3 times. With the products formed before rounding,

\[
3.50860+1.61492+4.66168+1.53421+1.59291=12.91232 .
\]

Adding the one-electron part gives \(E_{\rm av}=-37.3286\) hartree, or \(-1015.8\) eV.

The configuration has \(\binom22\binom21\binom63=40\) states. Diagonalizing \(H\) among its 40 determinants, with the same orbitals, gives six terms. Their energies relative to their weighted mean, in hartree, are:

| Term | States | Relative energy |
|---|---:|---:|
| \(^5\)S | 5 | −0.26813 |
| \(^3\)D | 15 | −0.05922 |
| \(^3\)P | 9 | +0.00108 |
| \(^1\)D | 5 | +0.17767 |
| \(^3\)S | 3 | +0.20566 |
| \(^1\)P | 3 | +0.23798 |

The weighted mean itself is \(-37.3286\) hartree, the value of \(E_{\rm av}\) found from the pair energies.

The depth of the \(^5\)S term can be derived. Its state of highest spin projection is one determinant, with the 2s and all three 2p electrons parallel. The filled 1s shell is spherical and has zero spin, so its interaction with the outer electrons is the same in every state and drops out of the difference.

For a parallel s–p pair, the mean over \(m\) is \(F^0-\tfrac13G^1\), by Lemma 2 without the spin factor \(\tfrac12\). All three \(m\) are occupied, so the three pairs differ from their configuration average by \(3(-\tfrac13+\tfrac16)G^1=-\tfrac12G^1\).

For the p electrons, sum \(J-K\) over all nine ordered pairs \((m,m')\) with parallel spins. The three terms with \(m=m'\) vanish, and half the sum is the energy of the three pairs:

\[
\frac92\Big[F^0-\frac13F^0-\frac2{15}F^2\Big]=3F^0-\frac35F^2 .
\]

The configuration average for three pairs is \(3F^0-\tfrac6{25}F^2\), and the difference is \(-\tfrac9{25}F^2\). Altogether,

\[
E({}^5{\rm S})-E_{\rm av}=-\frac12G^1(2s,2p)-\frac9{25}F^2(2p,2p)
=-0.17767-0.09046=-0.26813
\]

hartree, or \(-7.30\) eV. This is the value for one configuration with frozen orbitals, not a prediction of the carbon spectrum: the table places \(^3\)D 5.7 eV above \(^5\)S, whereas valence full configuration interaction in the cc-pVDZ basis gives 4.4 eV and the measured separation is about 3.8 eV. About two thirds of this lowering comes from 2s–2p exchange and one third from the 2p shell. Both parts arise because every outer pair in this state has parallel spins, whereas the configuration average also includes antiparallel pairs.
